# Geometric phase analysis: displacement, strain and rotation from two lattice reflections

## 1. One set of fringes, uniformly stretched

Take fringes along one axis,

\[
I_0(x)=1+\cos(2\pi g x),
\]

with \(g\) in cycles per nanometre. Stretch the material so that the point first at \(X\) moves to \(x=(1+\varepsilon)X\). Let \(u(x)\) be the displacement of the material now at \(x\). It came from \(X=x-u(x)\), so

\[
u(x)=x-\frac{x}{1+\varepsilon}=e\,x,\qquad e=\frac{\varepsilon}{1+\varepsilon}.
\]

If the intensity travels with the material, the new image at \(x\) is the old image at \(x-u\):

\[
I(x)=1+\cos(2\pi gx+P),\qquad P(x)=-2\pi g\,u(x)=-2\pi g e\,x .
\]

The stretch appears as a phase ramp relative to the unstretched fringes. The slope is negative because stretched fringes have a lower spatial frequency. For \(g=1.8413\ \mathrm{nm^{-1}}\) and \(\varepsilon=2.20\,\%\), \(e=0.0220/1.0220=2.153\,\%\) and the slope is \(-0.249\) rad/nm.

The slope gives \(e\), the gradient with respect to the present coordinate. The extension per original length is \(\varepsilon=e/(1-e)\). The two agree to first order.

## 2. A lattice image with a varying displacement

An undeformed lattice image in the plane \(\mathbf r=(x,y)\) is a Fourier sum over reciprocal vectors \(\mathbf g\). Replacing \(\mathbf r\) by \(\mathbf r-\mathbf u(\mathbf r)\) gives

\[
I(\mathbf r)=\sum_{\mathbf g}A_{\mathbf g}\,e^{2\pi i\mathbf g\cdot\mathbf r}\,e^{iP_{\mathbf g}(\mathbf r)},
\qquad P_{\mathbf g}=-2\pi\,\mathbf g\cdot\mathbf u+\alpha_{\mathbf g}.
\]

Here \(A_{\mathbf g}>0\), and \(\alpha_{\mathbf g}\) is the phase of the undeformed Fourier coefficient. It contains the structure of the unit cell and the imaging conditions. The method assumes that \(\alpha_{\mathbf g}\) is uniform. It is then a constant, removed by setting the phase to zero at a chosen point of the reference crystal. The amplitude may vary slowly.

To isolate one reflection, multiply the Fourier transform \(\hat I(\mathbf q)\) by a mask centred on \(\mathbf g\) and transform back:

\[
H_{\mathbf g}(\mathbf r)=\int M(\mathbf q-\mathbf g)\hat I(\mathbf q)e^{2\pi i\mathbf q\cdot\mathbf r}d^2q,
\qquad M(\mathbf q)=e^{-2\pi^2s^2q^2}.
\]

The inverse transform of \(M\) is the normalized Gaussian

\[
m(\boldsymbol\rho)=\frac{1}{2\pi s^2}e^{-\rho^2/2s^2}.
\]

Shifting the mask by \(\mathbf g\) multiplies this kernel by \(e^{2\pi i\mathbf g\cdot\boldsymbol\rho}\). The convolution theorem then gives

\[
H_{\mathbf g}(\mathbf r)=\int m(\mathbf r-\mathbf r')e^{2\pi i\mathbf g\cdot(\mathbf r-\mathbf r')}I(\mathbf r')\,d^2r'.
\]

In the term of \(I\) that belongs to \(\mathbf g\), the carriers in \(\mathbf r'\) cancel:

\[
H_{\mathbf g}(\mathbf r)=e^{2\pi i\mathbf g\cdot\mathbf r}\int m(\mathbf r-\mathbf r')A_{\mathbf g}(\mathbf r')e^{iP_{\mathbf g}(\mathbf r')}d^2r'.
\]

A term with another vector \(\mathbf g'\) keeps a rapid oscillation under the integral. For a uniform lattice its weight is \(M(\mathbf g'-\mathbf g)\). The lattice used below has \(|\mathbf g|=3.189\ \mathrm{nm^{-1}}\), which is also the distance from the reflection to the nearest other Fourier peak. With \(s=0.6\) nm that weight is about \(e^{-72}\), so leakage is negligible there. A mask wide enough to reach another peak would mix the phases. Within a few \(s\) of the image border the average also takes in the border itself, and that strip is discarded.

The real-valued image also contains \(-\mathbf g\). Keeping one of the pair makes \(H_{\mathbf g}\) complex and gives access to its phase.

## 3. What the filter does to the phase

Start with a linear phase and constant amplitude. Put \(\mathbf r'=\mathbf r+\boldsymbol\rho\) and \(P(\mathbf r')=P(\mathbf r)+\mathbf k\cdot\boldsymbol\rho\). The Gaussian average is

\[
\langle e^{iP}\rangle=e^{iP(\mathbf r)}e^{-s^2k^2/2}.
\]

The second factor is real and positive. A uniform distortion therefore loses fringe amplitude, but its phase passes unchanged.

For a general smooth phase, let \(\delta=P(\mathbf r')-P(\mathbf r)\), \(\kappa_1=\langle\delta\rangle\) and \(\eta=\delta-\kappa_1\). Since \(\langle\eta\rangle=0\),

\[
\langle e^{i\delta}\rangle=e^{i\kappa_1}\left(1-\tfrac12\langle\eta^2\rangle-\tfrac{i}{6}\langle\eta^3\rangle+\dots\right).
\]

Through third order the imaginary part in the bracket comes from the last term alone, so

\[
\arg\langle e^{i\delta}\rangle=\kappa_1-\frac{\kappa_3}{6}+\dots,\qquad \kappa_3=\langle\eta^3\rangle .
\]

Adding \(P(\mathbf r)\) to \(\kappa_1\) gives \(\langle P\rangle\), the Gaussian average of the phase itself. When the phase varies little within the window, the filter thus returns the displacement blurred by a Gaussian of width \(s\).

A one-dimensional case shows the size of the correction. Take \(\delta=k\rho+c\rho^2/2\). Then \(\kappa_1=cs^2/2\). With \(\eta=k\rho+c(\rho^2-s^2)/2\), the Gaussian moments \(\langle\rho^2(\rho^2-s^2)\rangle=2s^4\) and \(\langle(\rho^2-s^2)^3\rangle=8s^6\) give

\[
\kappa_3=3k^2cs^4+c^3s^6 .
\]

For \(k=0.35\) rad/nm, \(c=0.2\ \mathrm{rad/nm^2}\) and \(s=0.6\) nm, \(\kappa_1=0.03600\) rad and \(\kappa_1-\kappa_3/6=0.03435\) rad. Direct quadrature of the average gives 0.03436 rad. Plain blurring is about 5 % too large here, relative to the quadrature value, and the third cumulant accounts for nearly all of the difference.

## 4. One reflection is not enough

Drop the constants \(\alpha\) and write \(P_k\) for the phase of reflection \(\mathbf g_k\):

\[
P_k=-2\pi\,\mathbf g_k\cdot\mathbf u .
\]

One phase fixes one component of \(\mathbf u\), the one along \(\mathbf g_k\). A displacement parallel to the fringes slides them along themselves and leaves that phase unchanged.

Take two reflections and define vectors \(\mathbf a_1,\mathbf a_2\) by \(\mathbf a_i\cdot\mathbf g_j=\delta_{ij}\). With \(D=g_{1x}g_{2y}-g_{1y}g_{2x}\),

\[
\mathbf a_1=\frac{(g_{2y},-g_{2x})}{D},\qquad
\mathbf a_2=\frac{(-g_{1y},g_{1x})}{D}.
\]

Substitution confirms the four products. For instance, \(\mathbf a_1\cdot\mathbf g_1=(g_{2y}g_{1x}-g_{2x}g_{1y})/D=1\). The vectors exist if \(D\neq0\), that is, if the reflections are not collinear.

Expand the displacement as \(\mathbf u=c_1\mathbf a_1+c_2\mathbf a_2\). The product with \(\mathbf g_k\) leaves \(\mathbf g_k\cdot\mathbf u=c_k\), so \(c_k=-P_k/2\pi\) and

\[
\boxed{\;\mathbf u=-\frac{1}{2\pi}\left(P_1\mathbf a_1+P_2\mathbf a_2\right)\;}
\]

Adding \(2\pi\) to \(P_1\) changes \(\mathbf u\) by \(-\mathbf a_1\). Since phases are known modulo \(2\pi\), \(\mathbf u\) is known modulo the lattice generated by \(\mathbf a_1\) and \(\mathbf a_2\). A continuous map requires unwrapping, and this assumes a smooth, single-valued \(\mathbf u\).

If \(\varphi\) is the angle between the reflections, \(|D|=|\mathbf g_1||\mathbf g_2|\,|\sin\varphi|\) and \(|\mathbf a_1|=1/(|\mathbf g_1||\sin\varphi|)\). Nearly collinear reflections therefore amplify phase errors.

The blind direction was tested on an image made by placing a Gaussian spot at every displaced lattice site. The displacement was normal to \(\mathbf g_1\), with amplitude 0.05 nm and a period of 15 nm along \(x\). The largest \(|P_1|\) was 0.0004 rad and the largest \(|P_2|\) was 0.915 rad. For the second phase, \(|\mathbf a_2|=0.3326\) nm gives \(2\pi(0.05/0.3326)=0.945\) rad before filtering. The blur multiplies a sinusoid by \(e^{-s^2(2\pi/15\,\mathrm{nm})^2/2}=0.969\), which gives 0.915 rad.

## 5. Strain and rotation

Differentiate the boxed result. The vectors \(\mathbf a_k\) are constant, so

\[
\boxed{\;e_{ij}\equiv\frac{\partial u_i}{\partial x_j}=-\frac{1}{2\pi}\sum_{k=1}^{2}a_{k,i}\frac{\partial P_k}{\partial x_j}\;}
\]

The phase slopes can be found without unwrapping. Write \(H=|H|e^{i\Phi}\) with \(\Phi=2\pi\mathbf g\cdot\mathbf r+P\). Then

\[
H^*\nabla H=|H|\nabla|H|+i|H|^2\nabla\Phi,
\]

and the imaginary part gives

\[
\nabla P=\frac{\operatorname{Im}(H^*\nabla H)}{|H|^2}-2\pi\mathbf g .
\]

Jumps of \(2\pi\) never enter. The formula breaks down where the fringe amplitude vanishes.

For small distortions, split \(e\) into

\[
\varepsilon_{ij}=\tfrac12(e_{ij}+e_{ji}),\qquad
\omega=\tfrac12(e_{yx}-e_{xy}).
\]

Then \(e_{xy}=\varepsilon_{xy}-\omega\) and \(e_{yx}=\varepsilon_{xy}+\omega\). The relative displacement of neighbouring points is

\[
d\mathbf u=\varepsilon\,d\mathbf r+\omega\,(-dy,\,dx).
\]

The last term is a small rotation, positive from \(x\) towards \(y\). Both off-diagonal components of \(e\) are needed to separate it from shear strain.

These are distortions in the image plane. Displacement along the beam leaves \(\mathbf g_k\cdot\mathbf u\) unchanged for reflections lying in that plane.

A further spot image tested the formula with all four gradients varying. The imposed displacements, in nm, were \(0.03\sin[2\pi(X+0.5Y)/15]\) along \(x\) and \(0.03\cos[2\pi(X-Y)/17]\) along \(y\), with \(X,Y\) the original coordinates in nm. After blurring, the peak values of the four \(|e_{ij}|\) lay between 0.617 % and 1.228 %; before blurring they lie between about 0.64 % and 1.28 %. The largest difference from the gradient of the blurred imposed displacement was 0.0025 percentage points.

## 6. The limit of a rigid rotation

A pure rotation should give no strain. The original position is \(\mathbf R=\mathbf r-\mathbf u\), so \(d\mathbf R=(1-e)\,d\mathbf r\). The deformation gradient, which maps original to present line elements, is

\[
F=(1-e)^{-1}.
\]

For a rotation by \(\theta\), \(F^{-1}\) is the rotation by \(-\theta\), and

\[
e=\begin{pmatrix}1-\cos\theta&-\sin\theta\\ \sin\theta&1-\cos\theta\end{pmatrix}.
\]

The small-strain formula reports a false extension \(1-\cos\theta\approx\theta^2/2\). For a turn of 2.00° the image analysis gave 0.0609 %, as this expression predicts.

The remedy is to factor \(F=QS\), with \(Q\) a rotation by \(\theta\) and \(S\) a symmetric stretch. Since \(S=Q^TF\), its off-diagonal elements are

\[
S_{xy}=F_{xy}\cos\theta+F_{yy}\sin\theta,\qquad
S_{yx}=F_{yx}\cos\theta-F_{xx}\sin\theta .
\]

Setting them equal gives

\[
\tan\theta=\frac{F_{yx}-F_{xy}}{F_{xx}+F_{yy}} .
\]

For the rotated lattice this factorization returned 2.0000° and a unit stretch within the test tolerance of \(2\times10^{-5}\).

## 7. The reference lattice

The local reciprocal vector is the gradient of the total phase divided by \(2\pi\). From \(\partial_jP=-2\pi\sum_i g_ie_{ij}\),

\[
\mathbf g_{\rm loc}=\mathbf g+\frac{\nabla P}{2\pi}=(1-e^T)\mathbf g .
\]

A wrong \(\mathbf g\) therefore imitates a uniform distortion. In a region taken as undistorted, the mean phase slope divided by \(2\pi\) is the correction to add to the trial \(\mathbf g\).

In the example below, the nearest Fourier pixel gave \(g_{1x}=2.6172\ \mathrm{nm^{-1}}\). The true value is 2.6040, so using the pixel value would have produced a false \(e_{xx}\) of \(1-2.6040/2.6172\approx0.5\,\%\). The pixel value \(g_{1y}=1.8359\ \mathrm{nm^{-1}}\), against 1.8413, would likewise have given a false \(e_{yy}\) of about \(-0.3\,\%\). The slope in the undistorted region corrected these values to 2.6040 and 1.8413.

Suppose the reference is itself distorted by \(e_0\) relative to the ideal crystal. Its vectors are \((1-e_0^T)\mathbf g\). If \(e_c\) is the distortion measured against it, the same local vector is

\[
(1-e_c^T)(1-e_0^T)\mathbf g=(1-e^T)\mathbf g .
\]

This holds for two independent \(\mathbf g\), so the matrices are equal. Transposing reverses their order:

\[
1-e=(1-e_0)(1-e_c).
\]

Distortions add to first order; in general they compose. Every strain found by this geometric phase analysis is thus relative to the chosen reference.

## 8. A strained layer on silicon

View silicon along a \(\langle110\rangle\) direction, with \(x\) along the in-plane \(\langle110\rangle\) and \(y\) along [001]. The lattice parameter is \(a=0.54310\) nm. Two {111} reflections give

\[
\mathbf g_{1,2}=(\pm2.6040,\;1.8413)\ \mathrm{nm^{-1}},\qquad
\mathbf a_{1,2}=(\pm0.19202,\;0.27155)\ \mathrm{nm}.
\]

The image is 25.6 nm wide with 0.05 nm pixels. Each close pair of atomic columns is drawn as one Gaussian spot. The interface is centred at \(y=0\), and well below it the substrate is undistorted. Well above the interface the layer has \(F_{yy}=1.022\), \(F_{xy}=0.006\), \(F_{xx}=1\) and \(F_{yx}=0\). The displacement depends on \(y\) alone, so the layer remains coherent with the substrate.

At \(x=0\), \(y=6\) nm the phases are \(P_1=-2.0706\) and \(P_2=-0.9179\) rad. Hence

\[
u_x=-\frac{0.19202\,(-2.0706+0.9179)}{2\pi}=0.0352\ \mathrm{nm},
\]

\[
u_y=-\frac{0.27155\,(-2.0706-0.9179)}{2\pi}=0.1292\ \mathrm{nm}.
\]

Both agree with the imposed displacement to the digits shown.

In the layer the slopes along \(x\) vanish. Those along \(y\) are \(-0.34509\) and \(-0.15299\) rad/nm, with mean \(-0.249\) rad/nm, the value found for the single set of fringes. They give

\[
e_{xy}=-\frac{0.19202\,(-0.34509+0.15299)}{2\pi}=0.587\,\%,
\]

\[
e_{yy}=-\frac{0.27155\,(-0.34509-0.15299)}{2\pi}=2.153\,\%.
\]

The other two components vanish. The shear strain is \(\varepsilon_{xy}=0.294\,\%\), and \(\omega=-2.94\) mrad, or \(-0.168^\circ\), a turn from \(y\) towards \(x\). Inverting \(1-e\) recovers \(F_{yy}-1=2.200\,\%\) and \(F_{xy}=0.600\,\%\). The finite rotation is \(\arctan(-0.006/2.022)=-2.97\) mrad.

If the layer is taken as reference instead, the substrate has \(e=0\) and the composition rule gives \(1-e_c=(1-e_0)^{-1}=F\). The apparent substrate distortion is then \(e_{c,yy}=-2.200\,\%\), as measured. Its magnitude differs from 2.153 % because \(e\) divides by the present length, which is now that of the substrate instead of that of the layer.

## 9. Resolution at the interface

The imposed strain rises over a Gaussian-integral profile of width 0.7 nm. To leading order in strain, filtering adds the widths in quadrature: \(\sqrt{0.7^2+0.6^2}=0.92\) nm. At \(y=1\) nm the imposed \(e_{yy}\) is 1.981 %, the blurred imposed field gives 1.850 %, and the measurement gives 1.848 %.

Over the analysed area, the largest error in any component of \(e\) is 0.143 percentage points against the imposed field and 0.003 against the blurred one. Blur thus accounts for nearly all of the error in this noise-free image. The small remainder has several possible sources: the third cumulant, amplitude gradients, and the finite spots, which move with the lattice but do not stretch with it. Their shares were not separated.

## 10. Noise sets the opposite demand on the filter

Let each pixel, of side \(p\), carry independent noise of standard deviation \(\sigma_n\). After filtering, the complex noise has variance

\[
\sigma_n^2p^2\int m^2d^2\rho=\frac{\sigma_n^2p^2}{4\pi s^2}.
\]

Half of this lies in the component perpendicular to the signal in the complex plane. Let \(A=|H_{\mathbf g}|\) be the amplitude of the filtered signal, which is half the amplitude of the corresponding real cosine fringes. For small noise, dividing the perpendicular component by \(A\) gives the phase error:

\[
\sigma_P=\frac{\sigma_np}{\sqrt{8\pi}\,sA}.
\]

For the slope error, assume that the signal phase \(P\) itself changes little over a distance \(s\). Differentiating the filtered noise replaces \(m\) by \(\partial_ym=-ym/s^2\). The weight \(m^2\) has variance \(s^2/2\) along \(y\), so the slope variance is \(\sigma_P^2(s^2/2)/s^4=\sigma_P^2/(2s^2)\). For the present reflections \(e_{yy}=-(a/4\pi)(\partial_yP_1+\partial_yP_2)\). With separate masks the two errors are independent, and

\[
\sigma(e_{yy})=\frac{a}{4\pi}\sqrt{2\,\frac{\sigma_P^2}{2s^2}}=\frac{a\,\sigma_P}{4\pi s}.
\]

For \(\sigma_n=0.2\) and \(A=0.1093\), in units of the height of one spot, the formulas give 0.0304 rad and 0.219 %. Twelve simulated noise images gave 0.0305 rad and 0.224 %. At fixed pixel size, noise and fringe amplitude, the strain error varies as \(s^{-2}\) as long as the phase slope \(k\) satisfies \(ks\ll1\). Doubling \(s\) to 1.2 nm doubles the blur width and lowers the error to about 0.055 % in the undistorted substrate. In the layer \(ks\) then reaches 0.41 for the first reflection. The amplitude falls by \(e^{-s^2k^2/2}\), the factor \(1/(2s^2)\) becomes \(1/(2s^2)+k^2\), and the error is about 0.063 %.

## 11. The real specimen

An extension of 2.2 % is roughly that of a coherent \(\mathrm{Si_{0.7}Ge_{0.3}}\) layer on silicon if the alloy lattice parameter is interpolated linearly; the measured parameter lies below that line and gives about 2.0 %. The shear was chosen only to provide a rotation to measure. The assumption of a uniform contrast phase can fail in a real specimen. For a centrosymmetric projection under exactly axial illumination, a change of defocus alters only the amplitude and sign of the fringes; a continuous phase drift needs broken symmetry, such as tilt combined with varying thickness or defocus. The drift used below is an illustrative input: with a beam tilt of 1 mrad along \(y\), 0.3 rad corresponds to a defocus change of about 26 nm. If both phases acquire the same drift \(\beta y\), their sum gives a false \(e_{yy}=-a\beta/2\pi\). A drift of 0.3 rad over 5 nm produces \(-0.52\,\%\), about a quarter of the layer signal. Projector distortion also enters as apparent strain and needs separate calibration; it is not modelled here.

Thinning the specimen changes the strain itself. Treat the layer as elastically isotropic with misfit \(f\) and Poisson ratio \(\nu\). Let the foil first be much thicker along the beam than the layer is along \(y\). Relative to its own relaxed lattice, the layer then has strain \(-f\) along both \(x\) and the beam. Zero stress along \(y\) requires \((1-\nu)\varepsilon_y-2\nu f=0\). Adding \(f\) refers the result to the substrate:

\[
\varepsilon_{\rm thick}=f+\frac{2\nu f}{1-\nu}=f\,\frac{1+\nu}{1-\nu}.
\]

In the opposite limit, a foil much thinner than the layer, the stress along the beam also vanishes, while \(x\) stays constrained. Then \(\varepsilon_y=\nu f\) and

\[
\varepsilon_{\rm thin}=f(1+\nu)=(1-\nu)\,\varepsilon_{\rm thick}.
\]

With the rough value \(\nu=0.28\), the extension is 2.20 % in the first limit and 1.58 % in the second. Even an exact phase analysis would report the strain of the relaxed foil, not the strain before thinning. The layer's elastic anisotropy changes these figures. With cubic elastic constants interpolated for \(\mathrm{Si_{0.7}Ge_{0.3}}\), in this \(\langle110\rangle\) geometry the thin-to-thick ratio is about 0.77 instead of 0.72, so 2.20 % falls to about 1.70 %.

## Computed results

```
silicon lattice parameter a = 0.54310 nm
field 25.6 nm, pixel 0.05 nm, filter width s = 0.6 nm
column spot width 0.07 nm, interface width 0.7 nm
mask width 1/(2 pi s) = 0.2653 1/nm
|g| = 3.1892 1/nm, spacing 0.3136 nm
g_1 (x, y) = 2.6040, 1.8413 1/nm; a_1 = 0.19202, 0.27155 nm
g_2 (x, y) = -2.6040, 1.8413 1/nm; a_2 = -0.19202, 0.27155 nm
g_1 start (Fourier pixel) = 2.61719, 1.83594 1/nm
g_1 refined in substrate = 2.60396, 1.84127 1/nm
imposed layer: extension 2.20 %, shear gradient 0.60 %
at x=0, y=6 nm: P_1 = -2.0706, P_2 = -0.9179 rad
  measured u = 0.03523, 0.12916 nm
  imposed  u = 0.03523, 0.12916 nm
layer slope of P_1 (x, y) = 0.00000, -0.34509 rad/nm
layer slope of P_2 (x, y) = -0.00000, -0.15299 rad/nm
layer e_xx, e_xy = -0.0000, 0.5871 %
layer e_yx, e_yy = -0.0000, 2.1526 %
layer symmetric shear strain = 0.2935 %
layer small rotation = -2.9354 mrad = -0.1682 deg
layer rotation from F = -2.9673 mrad
layer F_yy - 1 = 2.2000 %, F_xy = 0.6000 %
finite-strain difference (F_yy-1)-e_yy = 0.0474 %
substrate e_yy with layer as reference = -2.2000 %
profile: y (nm), e_yy imposed, blurred, measured (%)
   -2  0.0047  0.0330  0.0341
   -1  0.1683  0.3026  0.3049
    0  1.0806  1.0780  1.0755
    1  1.9809  1.8496  1.8483
    2  2.1471  2.1185  2.1188
largest e error against imposed field = 0.1430 %
largest e error against blurred field = 0.0033 %
largest u error against blurred field = 0.0352 pm
varying field: peak |e_ij| from 0.617 to 1.228 %, error 0.0025 %
rigid turn 2.00 deg: recovered 2.0000 deg
  false small strain e_xx = 0.0609 %
u normal to g_1: peak |P_1| = 0.00039, |P_2| = 0.9150 rad
cumulant test: phase 0.034359, k1 0.036000, k1-k3/6 0.034350 rad
pixel noise 0.2, fringe amplitude A = 0.1093 (single-spot height = 1)
phase noise: simulated 0.0305, formula 0.0304 rad
e_yy noise: simulated 0.2237, formula 0.2191 %
contrast phase drift 0.3 rad over 5.0 nm: false e_yy = -0.5186 %
foil relaxation, Poisson ratio 0.28 (rough), misfit 1.237 %
  extension: thick foil 2.200 %, thin limit 1.584 %
```
